# Finite image energy of a charge touching a Thomas-Fermi metal

A static charge $-e$ brought from vacuum into contact with a linearised Thomas-Fermi metal of roughly aluminium's electron density has an image energy of $-9.84$ eV. The classical image law gives $-18.0$ eV already at a height of 0.02 nm and has no lower limit as the height shrinks. The difference comes from the finite length over which the metal screens. With $q$ the charge, $\varepsilon_0$ the vacuum permittivity and $\lambda$ the screening length, the contact energy is

$$W(0)=-\frac{q^2}{12\pi\varepsilon_0\lambda}. \tag{1}$$

## 1. Model and conventions

The metal fills $z<0$ and vacuum fills $z>0$. The charge sits on the axis at height $d\ge 0$. $W(d)$ is the reversible work needed to bring it there from infinity, so the charge's own vacuum self-energy is not included. The edge is flat and sharp, and no electrons spill out. The background of ions and bound electrons has relative permittivity 1; Section 7 shows that (1) depends on this.

In the Thomas-Fermi picture the local kinetic energy at the Fermi level and the potential energy $-e\phi$ add up to a constant:

$$\frac{\hbar^2(3\pi^2 n)^{2/3}}{2m}-e\phi=E_F
\quad\Rightarrow\quad n=n_0\left(1+\frac{e\phi}{E_F}\right)^{3/2}. \tag{2}$$

Here $n_0$ is the undisturbed density and $\phi$ the total electrostatic potential. For $|e\phi|\ll E_F$ the induced charge density is

$$\rho=-e(n-n_0)\approx-\frac{3n_0e^2}{2E_F}\phi=-\frac{\varepsilon_0}{\lambda^2}\phi,
\qquad \lambda^2=\frac{2\varepsilon_0E_F}{3n_0e^2}. \tag{3}$$

Poisson's equation $\nabla^2\phi=-\rho/\varepsilon_0$ then becomes $\nabla^2\phi=\phi/\lambda^2$ in the metal. Equation (1) is a result of this linear model. Close to a point charge the condition $|e\phi|\ll E_F$ fails, and Section 8 gives the size of the consequence.

## 2. Reflection of one plane wave

Fourier transform along the surface, with wavevector of magnitude $k$. In vacuum the amplitude obeys

$$\phi_k''-k^2\phi_k=-\frac{q}{\varepsilon_0}\delta(z-d).$$

The bare solution is $(q/2\varepsilon_0k)e^{-k|z-d|}$: its slope jumps by $-q/\varepsilon_0$ at $z=d$, as the delta function demands. In the metal $\phi_k''=\kappa^2\phi_k$ with $\kappa=\sqrt{k^2+1/\lambda^2}$, and the solution must decay towards $z\to-\infty$. Hence

$$\phi_k=\frac{q}{2\varepsilon_0k}\begin{cases}e^{-k(d-z)}+R\,e^{-k(d+z)}, & 0<z<d,\\ T\,e^{-kd}e^{\kappa z}, & z<0.\end{cases}$$

The induced charge is spread over a volume, with no surface sheet, so both $\phi$ and $\partial\phi/\partial z$ are continuous at $z=0$:

$$1+R=T,\qquad k(1-R)=\kappa T.$$

Inserting the first in the second gives $k-\kappa=R(k+\kappa)$, so

$$R=\frac{k-\kappa}{k+\kappa},\qquad T=\frac{2k}{k+\kappa}. \tag{4}$$

For $k\lambda\ll1$, $R\to-1$, which is a perfect conductor. For $k\lambda\gg1$, $\kappa-k\approx1/(2k\lambda^2)$ and $R\approx-1/(4k^2\lambda^2)$: the metal hardly responds to detail finer than $\lambda$.

## 3. From potential to work

The induced part above the surface is the $R$ term. On the axis the inverse transform is $\int k\,dk/2\pi$, so

$$\phi_{\rm ind}(z;d)=\frac{q}{4\pi\varepsilon_0}\int_0^\infty R\,e^{-k(z+d)}dk.$$

The force on the charge is found by differentiating with respect to $z$ while the induced charge is held fixed, and then setting $z=d$:

$$F(d)=-q\,\partial_z\phi_{\rm ind}\big|_{z=d}
=\frac{q^2}{4\pi\varepsilon_0}\int_0^\infty kR\,e^{-2kd}dk. \tag{5}$$

It is negative, an attraction. The external agent does the work $W(d)=-\int_\infty^dF\,dd'=\int_d^\infty F\,dd'$. Since $\int_d^\infty k\,e^{-2kd'}dd'=\tfrac12e^{-2kd}$,

$$W(d)=\frac{q^2}{8\pi\varepsilon_0}\int_0^\infty R\,e^{-2kd}dk=\tfrac12q\,\phi_{\rm ind}(d;d). \tag{6}$$

The order of integration may be exchanged because the integrand has one sign. The factor $\tfrac12$ arises because the induced charge grows as the charge approaches.

## 4. The contact value

Multiply numerator and denominator of $R$ by $\kappa-k$ and use $\kappa^2-k^2=1/\lambda^2$:

$$R=-\frac{(\kappa-k)^2}{\kappa^2-k^2}=-\lambda^2(\kappa-k)^2.$$

Set $k=\sinh t/\lambda$. Then $\kappa=\cosh t/\lambda$, $\kappa-k=e^{-t}/\lambda$ and $dk=\cosh t\,dt/\lambda$. At $d=0$,

$$\int_0^\infty R\,dk=-\frac1\lambda\int_0^\infty e^{-2t}\cosh t\,dt
=-\frac1{2\lambda}\int_0^\infty\left(e^{-t}+e^{-3t}\right)dt
=-\frac1{2\lambda}\left(1+\frac13\right)=-\frac{2}{3\lambda}.$$

Equation (6) turns this into $W(0)=-q^2/(12\pi\varepsilon_0\lambda)$, which is (1). The integral converges at large $k$ because $R$ falls as $1/k^2$. A perfect conductor keeps $R=-1$ for every $k$, and its integral diverges.

With the energy unit $C=q^2/(4\pi\varepsilon_0\lambda)$, equation (1) reads $W(0)=-C/3$. A finite-volume solution of the screened Poisson problem in real space, inside a grounded sphere of radius $40\lambda$ and without plane waves, gives $-0.33331\,C$.

## 5. Every height outside the metal

The same substitution at $d>0$, with $x=2d/\lambda$, gives a form suited to numerical work:

$$W(d)=-\frac{q^2}{8\pi\varepsilon_0\lambda}\,g(x),\qquad
g(x)=\int_0^\infty e^{-2t}\cosh t\;e^{-x\sinh t}dt. \tag{7}$$

The integrand is smooth and positive and involves no cancellation.

For a closed form put $u=k\lambda$ and expand the square:

$$g=\int_0^\infty\left(1+2u^2-2u\sqrt{u^2+1}\right)e^{-xu}du
=\frac1x+\frac4{x^3}+2J'(x),\quad J=\int_0^\infty\!\sqrt{u^2+1}\,e^{-xu}du.$$

To identify $J$, note that

$$xJ''+3J'+xJ=\int_0^\infty\left[x(u^2+1)-3u\right]\sqrt{u^2+1}\,e^{-xu}du
=-\left[(u^2+1)^{3/2}e^{-xu}\right]_0^\infty=1.$$

For $M=2xJ/\pi$ this means $x^2M''+xM'+(x^2-1)M=2x^2/\pi$, Struve's equation of order one. The combination $H_1-Y_1$ of the Struve function and the Bessel function of the second kind solves it too. Both $M$ and $H_1-Y_1$ equal $2/\pi+O(x^{-2})$ at large $x$. Their difference solves Bessel's equation, whose nonzero solutions have amplitude $x^{-1/2}$, so it vanishes. Thus $J=(\pi/2x)(H_1-Y_1)$. The standard derivatives $(H_1/x)'=2/(3\pi)-H_2/x$ and $(Y_1/x)'=-Y_2/x$ give

$$g(x)=\frac23+\frac1x+\frac4{x^3}-\frac\pi x\left[H_2(x)-Y_2(x)\right]. \tag{8}$$

Formula (8) agrees with direct quadrature of (6) to one part in $10^6$ at $d/\lambda=0.05$, 0.3, 1, 4 and 10. It loses digits at small $x$, where terms of size $4/x^3$ cancel; there (7) or the expansion below is preferable. The factor $\tfrac12$ in (6) was tested separately: the force from the real-space induced charge, integrated from $0.5\lambda$ to $3\lambda$, gives $0.11405\,C$, and (8) gives $0.11416\,C$.

**Near contact.** The small-$x$ series of $Y_2$ yields

$$\frac{\pi Y_2}{x}=-\frac4{x^3}-\frac1x+\frac x4\left[\ln\frac x2+\gamma-\frac34\right]+\dots,$$

with $\gamma$ Euler's constant, while $\pi H_2/x$ starts at order $x^2$. The singular terms cancel, and

$$g\approx\frac23+\frac{d}{2\lambda}\left[\ln\frac d\lambda+\gamma-\frac34\right]. \tag{9}$$

Differentiation gives the force

$$F=-\frac{dW}{dd}\approx\frac{q^2}{16\pi\varepsilon_0\lambda^2}\left[\ln\frac d\lambda+\gamma+\frac14\right].$$

The energy is finite at contact, but the attraction still grows without limit, logarithmically. A code that integrates forces up to the surface must treat this integrable singularity.

**Far away.** Small $u$ dominates, and $(\sqrt{u^2+1}-u)^2=1-2u+2u^2-u^3+\dots$. Integrating term by term,

$$g=\frac1x-\frac2{x^2}+\frac4{x^3}-\frac6{x^4}+\dots
=\frac{\lambda}{2d}\left[1-\frac\lambda d+\frac{\lambda^2}{d^2}-\frac{3\lambda^3}{4d^3}+\dots\right].$$

The first three terms in the bracket are those of $1/(1+\lambda/d)$, so

$$W(d)\approx-\frac{q^2}{16\pi\varepsilon_0(d+\lambda)}. \tag{10}$$

This is the classical law with the image plane moved a distance $\lambda$ into the metal. Used at contact, outside its regime, it gives $-C/4$ instead of $-C/3$.

## 6. Continuation into the metal

Suppose the charge can enter the metal and feels only the electrostatic response. At depth $h$ the transformed potential in the metal is

$$\phi_k=\frac{q}{2\varepsilon_0\kappa}\left[e^{-\kappa|z+h|}+R'e^{\kappa(z-h)}\right],$$

and in vacuum it is $(q/2\varepsilon_0\kappa)T'e^{-\kappa h}e^{-kz}$. Continuity gives $1+R'=T'$ and $\kappa(1-R')=kT'$, so $R'=(\kappa-k)/(\kappa+k)$. Subtract the bare vacuum amplitude $q/(2\varepsilon_0k)$ at the charge. The induced potential is proportional to the charge, so building the charge up gradually again gives half the product of charge and potential:

$$W(-h)=\frac{q^2}{8\pi\varepsilon_0}\int_0^\infty\left\{\frac k\kappa\left[1+R'e^{-2\kappa h}\right]-1\right\}dk. \tag{11}$$

At $h=0$, $1+R'=2\kappa/(\kappa+k)$, and the brace becomes $2k/(\kappa+k)-1=R$. The energy is therefore continuous across the surface. Deep inside, the $R'$ term vanishes and

$$\int_0^\infty\left(\frac k\kappa-1\right)dk=\left[\kappa-k\right]_0^\infty=-\frac1\lambda,
\qquad W(-\infty)=-\frac{q^2}{8\pi\varepsilon_0\lambda}.$$

The contact value is two thirds of this bulk value. Two thirds of the screening energy is thus gained before the charge enters the metal.

## 7. When the contact energy diverges again

Let the metal's background have relative permittivity $\varepsilon_b$ and the outer medium $\varepsilon_s$. The bare amplitude becomes $q/(2\varepsilon_0\varepsilon_sk)$. Continuity of the normal displacement replaces the slope condition by $\varepsilon_sk(1-R)=\varepsilon_b\kappa T$, so

$$R=\frac{\varepsilon_sk-\varepsilon_b\kappa}{\varepsilon_sk+\varepsilon_b\kappa},\qquad
\kappa^2=k^2+\frac1{\lambda_b^2},\qquad \lambda_b=\sqrt{\varepsilon_b}\,\lambda, \tag{12}$$

where the electron density and $E_F$ are held fixed. At large $k$, $R$ tends to $(\varepsilon_s-\varepsilon_b)/(\varepsilon_s+\varepsilon_b)$, a constant. Unless the two permittivities are equal, this leaves

$$W(d)\to\frac{q^2}{16\pi\varepsilon_0\varepsilon_sd}\,\frac{\varepsilon_s-\varepsilon_b}{\varepsilon_s+\varepsilon_b}\qquad(d\to0). \tag{13}$$

This is the image energy at a boundary between two dielectrics; the mobile electrons cannot remove it, because they do not respond at such short wavelengths. For $\varepsilon_s=1$, $\varepsilon_b=2$ and $d=10^{-4}\lambda$, quadrature gives $4dW/(C\lambda)=-0.3334$, against $-1/3$ from (13).

If $\varepsilon_s=\varepsilon_b=\varepsilon$, $R$ has the form (4) with $\lambda_b$ for $\lambda$, and the steps of Section 4 give the finite value

$$W(0)=-\frac{q^2}{12\pi\varepsilon_0\varepsilon\lambda_b}.$$

Silicon against a metal with background permittivity 1 is far from this match. With silicon's rough $\varepsilon_s\approx12$ and $\varepsilon_b=1$, (13) is positive: the charge is repelled close to the metal. For the metal of the next section the model force is repulsive out to about 0.45 nm. That is comparable with silicon's lattice constant, so a bulk permittivity is not reliable there. Far from the metal, (12) gives $R\approx-1+2(\varepsilon_s/\varepsilon_b)k\lambda_b$, hence

$$W(d)\approx-\frac{q^2}{16\pi\varepsilon_0\varepsilon_sd}\left[1-\frac{\varepsilon_s\lambda_b}{\varepsilon_bd}\right].$$

The image plane shifts by $(\varepsilon_s/\varepsilon_b)\lambda_b$. For the metal of the next section this is $12\times0.0488\approx0.6$ nm, much more than against vacuum. The bracket needs $d\gg0.6$ nm: its result is a third too small in magnitude at 1 nm and about 1% too small at 5 nm. Equation (1) should therefore not be carried over to a silicon contact by dividing it by $\varepsilon_s$.

## 8. Numbers for an aluminium-like density

Take $n_0=1.8\times10^{23}$ cm$^{-3}=180$ nm$^{-3}$, a rough conduction-electron density for aluminium. Then $k_F=(3\pi^2n_0)^{1/3}=17.47$ nm$^{-1}$ and $E_F=\hbar^2k_F^2/2m=11.62$ eV. With $e^2/4\pi\varepsilon_0=1.44$ eV nm, equation (3) becomes

$$\lambda=\sqrt{\frac{E_F}{6\pi n_0\,(e^2/4\pi\varepsilon_0)}}
=\sqrt{\frac{11.62}{6\pi\times180\times1.44}}\ \text{nm}=0.0488\ \text{nm}.$$

The energy unit is $C=1.44/0.0488\approx29.5$ eV, and

$$W(0)=-\frac{29.52}{3}\ \text{eV}=-9.84\ \text{eV}=-1.58\times10^{-18}\ \text{J}.$$

The deep bulk value is $-29.52/2=-14.76$ eV. Outside the metal, the energies in eV are:

| $d$ (nm) | Eq. (8) | classical | Eq. (10) |
|---|---|---|---|
| 0.02 | −5.62 | −18.00 | −5.23 |
| 0.10 | −2.44 | −3.60 | −2.42 |
| 0.50 | −0.656 | −0.720 | −0.656 |
| 1.00 | −0.343 | −0.360 | −0.343 |

At 1 nm the classical law overstates the magnitude by 5% of the model value, which is $\lambda/d$, as (10) predicts. At 0.1 nm, about two screening lengths, the shifted law is still within 1%. About 43% of the contact energy is gained in the last 0.02 nm.

**Real metals.** The density is realistic, but the contact value tests the model where several of its assumptions fail.

*Linear response.* With the charge in contact, the potential at depth $h$ below it follows from $T$ in (4):

$$\phi(-h)=\frac{q}{4\pi\varepsilon_0}\int_0^\infty\frac{2k}{k+\kappa}e^{-\kappa h}dk.$$

At $h=\lambda$ an electron's potential energy is 12.67 eV, more than $E_F$. The linear law (3) would lower the density there by $\tfrac32(12.67/11.62)\approx1.6$ times $n_0$, which is impossible, since no more than the whole density can be removed. Solving Poisson's equation with the full law (2), with zero density where its bracket is negative, and integrating the induced potential over the growing charge gives about $-6.5$ eV, roughly two thirds of the linear value. It applies to a negative charge, which repels the electrons; the case of a positive charge was not computed.

*Short wavelengths.* Thomas-Fermi screening is the long-wavelength limit of the electron gas response. The static Lindhard response has already fallen to 0.91 of it at wavevector $k_F$ and to one half at $2k_F$, and beyond $2k_F$ Thomas-Fermi screening is unreliable. With $\sinh t_0=2k_F\lambda=1.704$, so that $e^{-t_0}=0.272$, the integral of Section 4 taken from $t_0$ upwards supplies the fraction

$$\frac34\left(e^{-t_0}+\frac13e^{-3t_0}\right)=0.21$$

of $W(0)$. This share is not a bound on the error, because wavevectors normal to the surface also enter the screening. Replacing Thomas-Fermi screening by the static Lindhard response, with electrons reflected specularly at the same sharp edge and the interference between incident and reflected waves neglected, gives a linear contact energy of about $-7.2$ eV, 27% smaller in magnitude. If the electron waves instead vanish at a hard wall, the same random-phase response gives about $-3.6$ eV for a charge at the wall, which then lies $3\pi/8k_F=0.067$ nm outside the edge of the neutralising background.

*Sharp edge.* For a rough work function $\Phi=4.2$ eV, the density of electrons at the Fermi level decays outside over $\hbar/(2\sqrt{2m\Phi})=0.048$ nm, nearly equal to $\lambda$. Over that height the model energy changes from $-9.84$ to $-3.84$ eV. The contact value thus depends strongly on where the edge is placed.

*Background.* A trial $\varepsilon_b=1.1$, at fixed electron density, changes the energy at 0.1 nm from $-2.44$ to $-2.49$ eV, at 0.01 nm from $-6.90$ to $-8.20$ eV, and at 0.001 nm from $-9.22$ to $-25.8$ eV. This is the divergence (13).

*Static point charge.* Confining an electron within $\lambda$ costs a kinetic energy of order $\hbar^2/(2m\lambda^2)=16$ eV, more than the contact energy. Equation (1) is the energy of a fixed charge, not the binding energy of an electron.

*Temperature.* At 300 K the leading free-electron correction to $1/\lambda^2$ is $(\pi^2/12)(k_BT/E_F)^2\approx4\times10^{-6}$ in relative size, which is negligible here.

For a real aluminium surface, $-9.84$ eV therefore fixes a scale of several electronvolts and no more. At heights of 0.5 nm and above, the models compared in the table differ by less than 0.1 eV, and the main open question is the position of the image plane. Electron spill-out, which extends over a length comparable with $\lambda$, is left out of the model and affects that position, so the inward shift in (10) belongs to the sharp-edged model and should not be taken as a property of the real surface. Self-consistent jellium calculations place the image plane outside the background edge, a shift of the opposite sign. A plane only 0.05 nm outside gives $-0.80$ eV at 0.5 nm, 0.14 eV away from the value of (8), so the spread of the table is not the uncertainty for a real surface.

## 9. Use in a code

1. Compute $\lambda$ from (3), and confirm that the background and outer permittivities are both 1, as steps 2 and 3 require. If both equal the same $\varepsilon$, replace $\lambda$ by $\sqrt{\varepsilon}\,\lambda$ in those steps and divide the energies by $\varepsilon$. If they differ, use (12) in the integral (6) divided by $\varepsilon_s$, and expect a divergence at contact.
2. For $d>0$ evaluate (7) by quadrature, or (8) when $x$ is not small. At $d=0$ use (1).
3. For $d\gg\lambda$ use (10). At $d=10\lambda$ its relative difference from the quadrature of (6) is below $5\times10^{-4}$.
4. Treat energies within a few $\lambda$ of the surface as model values, with the uncertainties of Section 8. Further out, the position of the image plane in (10) is also a model value.

The numerical output below lists most of the values used here.

## Calculated quantities

```
REDUCED UNITS: length lam, energy C = q^2/(4 pi eps0 lam)
contact energy, wavevector integral : -0.333333 C
contact energy, real-space grid     : -0.33331 C
work 0.5 to 3.0 lam, grid force     : 0.11405 C
work 0.5 to 3.0 lam, closed form    : 0.11416 C
potential at depth 0.989 lam, grid : 0.4382 C/q
potential at same depth, formula    : 0.4382 C/q
energy just inside the surface      : -0.333333 C
energy deep inside (20 lam)         : -0.500000 C
4 d W/(C lam), eps_b=2, d=1e-4 lam  : -0.3334
EXAMPLE: rough aluminium density, test charge -e
electron density (input)     : 1.80e+23 cm^-3
Fermi wavevector             : 17.47 nm^-1
Fermi energy                 : 11.62 eV
screening length lam         : 0.0488 nm
energy scale C               : 29.52 eV
contact image energy W(0)    : -9.840 eV
contact image energy W(0)    : -1.577e-18 J
deep bulk value              : -14.76 eV
d (nm) | W (eV) | classical (eV) | shifted by lam (eV)
0.02 | -5.624 | -18.000 | -5.234
0.05 | -3.736 | -7.200 | -3.644
0.10 | -2.439 | -3.600 | -2.420
0.20 | -1.450 | -1.800 | -1.447
0.50 | -0.656 | -0.720 | -0.656
1.00 | -0.343 | -0.360 | -0.343
NEGLECTED EFFECTS
electron potential energy at depth lam   : 12.67 eV
linear density change there, |dn|/n      : 1.63
contact energy, nonlinear Thomas-Fermi   : -6.51 eV
nonlinear / linear contact energy        : 0.661
share of W(0) from k > 2 k_F             : 20.9 %
work function (rough input)              : 4.2 eV
spill-out decay length of density        : 0.0476 nm
W at that height above the edge          : -3.84 eV
trial background permittivity (input)    : 1.1
W at 0.001 nm, background 1 and trial  : -9.223, -25.766 eV
W at 0.010 nm, background 1 and trial  : -6.904, -8.202 eV
W at 0.100 nm, background 1 and trial  : -2.439, -2.486 eV
kinetic scale hbar^2/(2 m lam^2)         : 16.0 eV
temperature (input)                      : 300 K
relative thermal change of screening     : 4.1e-06
```
